# Projected energy in FCIQMC: ratio of means, blocking and bias: a program that tests the result

```python
"""
Result under test: in a stationary FCIQMC run the projected energy is
    E = H00 + R,  R = <A>/<B>,
A = sum over j != 0 of H0j*Nj, B = N0 (reference population), with
    var(R) = [var(mean A) + R^2 var(mean B) - 2 R cov(mean A, mean B)] / <B>^2
obtained by blocking.  Averaging A/B step by step is instead offset by
    -cov(A/B, B)/<B>, about (R var(B) - cov(A,B))/<B>^2,
which does not fall with run length.
Model: two electron pairs in four levels with constant pairing strength.
Energies in eV; k = (time step)/hbar in 1/eV; S = shift; v = ground vector.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import toeplitz

# ---------- deterministic test: blocking recursion for autocovariances ----------
corr_steps = 20.0
n_test = 1024
gamma = np.exp(-np.arange(n_test) / corr_steps)
var_mean = toeplitz(gamma).mean()
rho = np.exp(-1 / corr_steps)
s_infinite = (1 + rho) / (1 - rho)
g = gamma.copy()
for level in range(1, 9):
    half = len(g) // 2
    new = np.empty(half)
    new[0] = (g[0] + g[1]) / 2
    t = np.arange(1, half)
    new[1:] = (g[2*t - 1] + 2*g[2*t] + g[2*t + 1]) / 4
    g = new
    # explicit covariance of block means, from the original series
    b = 2**level
    direct = toeplitz(gamma[:b]).mean()
    assert abs(g[0] - direct) < 1e-12
    assert abs(toeplitz(g).mean() - var_mean) < 1e-12
deficit = 1 - g[0] * b / s_infinite
assert abs(deficit / (corr_steps / b) - 1) < 0.02
deficit_block = b

# ---------- deterministic test: when is the mean ratio unbiased? ----------
b_values = np.array([20.0, 30.0, 40.0])
noise = np.array([-3.0, 3.0])
b_grid, e_grid = np.meshgrid(b_values, noise)
a_prop = -1.5 * b_grid + e_grid        # conditional mean proportional to B
a_indep = -45.0 + e_grid               # A independent of B
off_prop = (a_prop / b_grid).mean() - a_prop.mean() / b_grid.mean()
off_indep = (a_indep / b_grid).mean() - a_indep.mean() / b_grid.mean()
assert abs(off_prop) < 1e-12
ratio_cov = np.cov((a_indep / b_grid).ravel(), b_grid.ravel(), ddof=0)[0, 1]
assert abs(off_indep + ratio_cov / b_grid.mean()) < 1e-12
assert off_indep < -0.05

# ---------- model Hamiltonian ----------
spacing, pairing = 1.0, 1.0                       # eV
levels = spacing * np.arange(1, 5)
dets = list(combinations(range(4), 2))
n_det = len(dets)
H = np.zeros((n_det, n_det))
for i, p in enumerate(dets):
    H[i, i] = 2 * sum(levels[q] for q in p) - pairing * len(p)
    for j, q in enumerate(dets):
        if len(set(p) & set(q)) == 1:
            H[i, j] = -pairing
eig_val, eig_vec = np.linalg.eigh(H)
E0 = eig_val[0]
v = np.abs(eig_vec[:, 0])
assert np.allclose(H @ v, E0 * v)                 # ground vector has one sign
H00 = H[0, 0]
connected = np.array([[j for j in range(n_det) if j != i and H[i, j] != 0]
                      for i in range(n_det)])
n_conn = connected.shape[1]

# ---------- FCIQMC with integer walkers, independent replicas ----------
time_step = 10e-18                                # s
k = time_step * constants.e / constants.hbar      # 1/eV
damping, onset = 0.02, 30
n_rep, n_steps, n_burn = 64, 2**15, 1000
rng = np.random.default_rng(20)
p_spawn = k * pairing * n_conn                    # total spawning probability
assert p_spawn < 1
diag = np.diag(H)
row0 = H[0].copy()
row0[0] = 0.0
first = np.zeros(n_det)
first[0] = 1.0
observe = np.column_stack([row0, first, v, np.ones(n_det)])
flat = np.arange(n_rep * n_det)
targets = (np.arange(n_rep)[:, None, None] * n_det + connected).reshape(-1, n_conn)
walkers = np.tile(np.rint(3 * onset * v / v.sum()).astype(np.int64), (n_rep, 1))
record = np.empty((n_steps, n_rep, 4))
shift_record = np.empty((n_steps, n_rep))
for step in range(-n_burn, n_steps):
    seen = walkers @ observe
    shift = H00 - damping / k * np.log(seen[:, 3] / onset)
    if step >= 0:
        record[step] = seen
        shift_record[step] = shift
    p_death = k * (diag - shift[:, None])
    events = rng.binomial(walkers, np.abs(p_death))
    spawned = rng.binomial(walkers, p_spawn)
    parents = np.repeat(flat, spawned.ravel())
    children = targets[parents, rng.integers(0, n_conn, parents.size)]
    births = np.bincount(children, minlength=flat.size).reshape(n_rep, n_det)
    walkers = walkers + np.where(p_death > 0, -events, events) + births

A, B, V, total = (record[:, :, c] for c in range(4))
S = shift_record
assert B.min() > 0

# ---------- blocking of the two series and their covariance ----------
def blocked(a, b):
    """Estimated var(mean a), var(mean b), cov of means at every level."""
    out = []
    while len(a) >= 16:
        n = len(a)
        da, db = a - a.mean(0), b - b.mean(0)
        sums = np.array([(da*da).sum(0), (db*db).sum(0), (da*db).sum(0)])
        out.append(sums / (n * (n - 1)))
        a, b = (a[::2] + a[1::2]) / 2, (b[::2] + b[1::2]) / 2
    return np.array(out)

mean_A, mean_B = A.mean(0), B.mean(0)
R = mean_A / mean_B
cov_levels = blocked(A, B)
var_A, var_B, cov_AB = (cov_levels[:, c] for c in range(3))
var_R = (var_A + R**2 * var_B - 2 * R * cov_AB) / mean_B**2
var_nocov = (var_A + R**2 * var_B) / mean_B**2
lengths = 2.0**np.arange(len(var_R))
inflation = var_R / var_R[0]
allowed = lengths[:, None]**3 > 2 * n_steps * inflation**2
assert allowed.any(0).all()
chosen = allowed.argmax(0)
rep = np.arange(n_rep)
err_block = np.sqrt(var_R[chosen, rep])
spread = R.std(ddof=1)
rms_block = np.sqrt((err_block**2).mean())
rms_naive = np.sqrt(var_R[0].mean())
rms_nocov = np.sqrt(var_nocov[chosen, rep].mean())
# the spread of 64 replicas is itself uncertain by about 9 percent
assert abs(rms_block / spread - 1) < 0.35
assert rms_naive < 0.5 * spread
assert rms_nocov > 1.2 * spread

# ---------- offset of averaged ratios, by segment length ----------
def mean_se(x):
    return x.mean(), x.std(ddof=1) / np.sqrt(len(x))

segment_rows = []
for length in (1, 16, 64, 256, 1024):
    a = A.reshape(-1, length, n_rep).mean(1)
    b = B.reshape(-1, length, n_rep).mean(1)
    measured = (a / b).mean(0) - R
    da, db = a - mean_A, b - mean_B
    predicted = (R * (db*db).mean(0) - (da*db).mean(0)) / mean_B**2
    m, m_se = mean_se(measured)
    p, _ = mean_se(predicted)
    _, diff_se = mean_se(measured - predicted)
    # second-order formula: neglected terms are of relative order var(B)/<B>^2
    assert abs(m - p) < 0.3 * abs(p) + 5 * diff_se
    segment_rows.append((length, m, m_se, p))
offset, offset_se = segment_rows[0][1:3]
assert abs(offset) > 5 * offset_se
assert abs(segment_rows[-1][1]) < 0.5 * abs(offset)

quarter = n_steps // 4
off_quarter = ((A[:quarter] / B[:quarter]).mean(0)
               - A[:quarter].mean(0) / B[:quarter].mean(0))
off_full = (A / B).mean(0) - R
q_mean, q_se = mean_se(off_quarter)
change, change_se = mean_se(off_quarter - off_full)
assert abs(change) < 5 * change_se
assert abs(q_mean) > 5 * q_se

# ---------- population-control bias from shift-population covariance ----------
gap = H00 + R - E0
gap_from_shift = (S*B).mean(0) / mean_B - (S*V).mean(0) / V.mean(0)
gap_mean, gap_se = mean_se(gap)
shift_mean, shift_se = mean_se(gap_from_shift)
resid, resid_se = mean_se(gap - gap_from_shift)
assert abs(resid) < 5 * resid_se

# ---------- printed numbers ----------
c0 = chosen[0]
energy0, error0 = H00 + R[0], err_block[0]
corr0 = cov_AB[c0, 0] / np.sqrt(var_A[c0, 0] * var_B[c0, 0])
print(f"level spacing, pairing strength: {spacing:.1f}, {pairing:.1f} eV")
print(f"determinants, connections each: {n_det}, {n_conn}")
print(f"time step: {time_step*1e18:.1f} as; k = {k:.6f} 1/eV")
print(f"shift damping: {damping}; onset population: {onset} walkers")
print(f"replicas, recorded steps, burn-in: {n_rep}, {n_steps}, {n_burn}")
print(f"H00 = {H00:.4f} eV; exact E0 = {E0:.6f} eV")
print(f"mean total population, all series: {total.mean():.2f} walkers")
print(f"mean and minimum N0, all series: {B.mean():.2f}, {B.min():.0f}")
print(f"relative std of N0, all series: {B.std()/B.mean():.4f}")
print("SERIES 1: block length, blocks, error of R (meV), its uncertainty (meV)")
for lev, length in enumerate(lengths):
    blocks = int(n_steps / length)
    e = 1e3 * np.sqrt(var_R[lev, 0])
    print(f"  {int(length):5d} {blocks:6d} {e:8.3f} {e/np.sqrt(2*(blocks-1)):7.3f}")
print(f"series 1 chosen block length: {int(lengths[c0])}")
print(f"series 1 variance ratio s: {inflation[c0,0]:.2f}")
print(f"series 1 b^3 and 2 n s^2: {lengths[c0]**3:.4e}, "
      f"{2*n_steps*inflation[c0,0]**2:.4e}")
print(f"series 1 mean A: {mean_A[0]:.4f} +- {np.sqrt(var_A[c0,0]):.4f} eV")
print(f"series 1 mean B: {mean_B[0]:.4f} +- {np.sqrt(var_B[c0,0]):.4f} walkers")
print(f"series 1 cov of means: {cov_AB[c0,0]:.5f} eV; correlation {corr0:.4f}")
print(f"series 1 R: {R[0]:.5f} +- {error0:.5f} eV")
print(f"series 1 error without covariance: {np.sqrt(var_nocov[c0,0]):.5f} eV")
print(f"series 1 energy H00+R: {energy0:.5f} +- {error0:.5f} eV")
print(f"  in joules: {energy0*constants.e:.5e} +- {error0*constants.e:.1e} J")
print(f"series 1 H00 + mean(A/B): {H00+(A[:,0]/B[:,0]).mean():.5f} eV")
print(f"ALL SERIES spread of R: {1e3*spread:.3f} meV")
print(f"rms blocked error: {1e3*rms_block:.3f} meV")
print(f"rms error, no blocking: {1e3*rms_naive:.3f} meV")
print(f"rms error, no covariance: {1e3*rms_nocov:.3f} meV")
print("segment length, offset of mean ratio, its error, second order (meV)")
for length, m, se, p in segment_rows:
    print(f"  {length:5d} {1e3*m:9.3f} {1e3*se:7.3f} {1e3*p:9.3f}")
print(f"offset, quarter-length runs: {1e3*q_mean:.3f} +- {1e3*q_se:.3f} meV")
print(f"mean H00+R minus E0: {1e3*gap_mean:.3f} +- {1e3*gap_se:.3f} meV")
print(f"same from shift covariance: {1e3*shift_mean:.3f} +- {1e3*shift_se:.3f} meV")
print(f"difference of the two: {1e3*resid:.3f} +- {1e3*resid_se:.3f} meV")
print(f"variance deficit, T_c=20, b={deficit_block}: {deficit:.5f}; "
      f"T_c/b = {corr_steps/deficit_block:.5f}")
print(f"table offsets, A~B and A indep.: {abs(off_prop):.1e}, {off_indep:.4f} eV")
print("checks complete")
```

Printed output:

```
level spacing, pairing strength: 1.0, 1.0 eV
determinants, connections each: 6, 4
time step: 10.0 as; k = 0.015193 1/eV
shift damping: 0.02; onset population: 30 walkers
replicas, recorded steps, burn-in: 64, 32768, 1000
H00 = 4.0000 eV; exact E0 = 2.510348 eV
mean total population, all series: 92.22 walkers
mean and minimum N0, all series: 34.93, 13
relative std of N0, all series: 0.1619
SERIES 1: block length, blocks, error of R (meV), its uncertainty (meV)
      1  32768    1.489   0.006
      2  16384    2.072   0.011
      4   8192    2.860   0.022
      8   4096    3.877   0.043
     16   2048    5.071   0.079
     32   1024    6.275   0.139
     64    512    7.279   0.228
    128    256    8.103   0.359
    256    128    8.611   0.540
    512     64    8.859   0.789
   1024     32    8.800   1.118
   2048     16    8.494   1.551
series 1 chosen block length: 512
series 1 variance ratio s: 35.38
series 1 b^3 and 2 n s^2: 1.3422e+08, 8.2018e+07
series 1 mean A: -51.0715 +- 0.3926 eV
series 1 mean B: 34.5303 +- 0.2565 walkers
series 1 cov of means: -0.06914 eV; correlation -0.6865
series 1 R: -1.47903 +- 0.00886 eV
series 1 error without covariance: 0.01581 eV
series 1 energy H00+R: 2.52097 +- 0.00886 eV
  in joules: 4.03904e-19 +- 1.4e-21 J
series 1 H00 + mean(A/B): 2.50062 eV
ALL SERIES spread of R: 7.166 meV
rms blocked error: 8.309 meV
rms error, no blocking: 1.490 meV
rms error, no covariance: 17.144 meV
segment length, offset of mean ratio, its error, second order (meV)
      1   -19.134   0.198   -18.278
     16   -14.623   0.192   -14.054
     64    -8.252   0.167    -8.034
    256    -2.774   0.113    -2.756
   1024    -0.670   0.053    -0.676
offset, quarter-length runs: -19.051 +- 0.351 meV
mean H00+R minus E0: 5.617 +- 0.896 meV
same from shift covariance: 3.988 +- 0.053 meV
difference of the two: 1.629 +- 0.896 meV
variance deficit, T_c=20, b=256: 0.07809; T_c/b = 0.07812
table offsets, A~B and A indep.: 2.2e-16, -0.1250 eV
checks complete
```
